# Why shot noise and diffusion noise give different spectra of roughness

## One ripple, two ways of shaking it

Take a film surface carrying a single ripple, and let surface diffusion flatten it at a rate proportional to $k^4$, where $k$ is the wavenumber. If the wavelength is doubled, the ripple decays 16 times more slowly.

Suppose first that random forcing feeds the mean-square amplitude at the same rate for every wavelength. The longer ripple receives the same supply and loses it 16 times more slowly, so it settles at 16 times the mean square. That is a $k^{-4}$ law. Suppose instead that the forcing is proportional to $k^2$. The longer ripple is fed 4 times more weakly, and it settles at $16/4=4$ times the mean square. That is a $k^{-2}$ law. The decay rate is the same in both cases.

To make this quantitative, let $h(\mathbf r,t)$ be the height measured from its expected mean value, on a large periodic area $A$, and define

$$h_{\mathbf k}=\int_A d^2r\,e^{-i\mathbf k\cdot\mathbf r}h(\mathbf r),\qquad S(k)=\frac{\langle|h_{\mathbf k}|^2\rangle}{A}.$$

With this convention the height variance is $W^2=\int d^2k\,S(k)/(2\pi)^2$. For small slopes the modes are independent. Each decays at a rate $\lambda_k$, while random events raise $S$ by $N(k)\,dt$ in a time $dt$. Over that time the old amplitude is multiplied by $1-\lambda_k dt$, and the new random part is uncorrelated with it. The cross term therefore averages to zero, and to first order in $dt$

$$S(t+dt)=(1-2\lambda_k dt)S(t)+N\,dt
\quad\Rightarrow\quad \frac{dS}{dt}=-2\lambda_kS+N(k).$$

Setting the derivative to zero gives $S_\infty=N/(2\lambda_k)$. The difference $S-S_\infty$ obeys the same equation without $N$, so

$$S(t)=S_\infty+(S_0-S_\infty)e^{-2\lambda_kt}.$$

It remains to find $\lambda_k$ and the two kinds of $N(k)$.

## The damping: two powers from curvature, two from conservation

Let the surface energy be $E=\tfrac{\gamma}{2}\int|\nabla h|^2d^2r$, with stiffness $\gamma$. This form needs small slopes and a surface without facets. Adding one atom of volume $\Omega$ changes the energy by the chemical potential

$$\mu=\Omega\frac{\delta E}{\delta h}=-\gamma\Omega\nabla^2h,$$

which is high on crests. Let $\nu$ be the areal density of mobile atoms and $D_s$ their diffusivity. By the Einstein relation they drift with velocity $-(D_s/k_BT)\nabla\mu$, so their current is $\mathbf j=-(D_s\nu/k_BT)\nabla\mu$. Volume is conserved, hence

$$\frac{\partial h}{\partial t}=-\Omega\nabla\cdot\mathbf j=\frac{D_s\nu\Omega}{k_BT}\nabla^2\mu=-K\nabla^4h,\qquad K=\frac{D_s\nu\gamma\Omega^2}{k_BT}.$$

In Fourier space $\nabla^4\to k^4$, so $\lambda_k=Kk^4$. One factor $k^2$ comes from the curvature that sets $\mu$. The other comes from transport: a gradient drives the current, and a divergence turns the current into a height change.

## Contribution 1: random arrivals

A beam that raises the mean height at speed $R$ delivers on average $AR\,dt/\Omega$ atoms in a time $dt$. An atom landing at $\mathbf r_j$ changes $h_{\mathbf k}$ by $\Omega e^{-i\mathbf k\cdot\mathbf r_j}$. The positions are independent and uniform, so for $k\neq0$ the cross terms between different atoms average to zero. Each atom contributes $\Omega^2$ to the mean square:

$$N_{\rm shot}=\frac1A\,\Omega^2\,\frac{AR}{\Omega}=R\Omega\equiv2D,\qquad
S_{\rm shot}=\frac{R\Omega}{2Kk^4}=\frac{D}{Kk^4}.$$

At $k=0$ there is no damping, and $S(0)$ grows as $R\Omega t$ without settling. The stationary law holds for $k\neq0$, after a time of several $1/(2Kk^4)$.

## Contribution 2: random hops

An atom that hops from $\mathbf r$ to $\mathbf r+\mathbf d$ removes a volume $\Omega$ at one place and adds it at another. The change of $h_{\mathbf k}$ is $\Omega e^{-i\mathbf k\cdot\mathbf r}(e^{-i\mathbf k\cdot\mathbf d}-1)$, and its squared modulus is

$$\Omega^2\,[2-2\cos(\mathbf k\cdot\mathbf d)]\simeq\Omega^2(\mathbf k\cdot\mathbf d)^2\qquad(kd\ll1).$$

On a long wave the removal and the addition nearly cancel. If each mobile atom hops at rate $\Gamma$ in isotropic directions, then $\langle(\mathbf k\cdot\mathbf d)^2\rangle=k^2\langle d^2\rangle/2$, and in two dimensions $D_s=\Gamma\langle d^2\rangle/4$. Therefore

$$N_{\rm hop}=\nu\Gamma\Omega^2\frac{k^2\langle d^2\rangle}{2}=2D_s\nu\Omega^2k^2\equiv2D_ck^2,$$

$$S_{\rm hop}=\frac{2D_ck^2}{2Kk^4}=\frac{D_c}{Kk^2}=\frac{k_BT}{\gamma k^2}.$$

The transport factor $k^2$ appears in both the noise and the damping, and it cancels. What survives is the factor $k^2$ from curvature, which belongs to the energy. The diffusivity cancels too, because the hops that flatten the surface are the hops that roughen it.

Equipartition gives the same result without any dynamics. Since $h$ is real, the modes $\mathbf k$ and $-\mathbf k$ share two real amplitudes and have the joint energy $\gamma k^2|h_{\mathbf k}|^2/A$. Two quadratic terms carry $k_BT$ on average, so $\gamma k^2S=k_BT$. Arrivals from a beam have no such link to the damping, and $K$ remains in their spectrum.

## What the noise leaves unchanged

A later amplitude is the decayed earlier one plus the noise received since then, which has zero mean and is independent of the earlier height. For $\tau>0$,

$$\frac{\langle h_{\mathbf k}(t+\tau)h^*_{\mathbf k}(t)\rangle}{A}=e^{-Kk^4\tau}S(k).$$

The noise enters only through the prefactor $S$, while the decay factor depends on the damping alone. A stationary spectrum gives the ratio of noise to damping, so by itself it does not reveal the relaxation rate.

This was tested on a model that contains no continuum equation. Atoms hop between 10 columns on a ring, with integer heights and an energy, divided by $k_BT$, of $(g/2)\sum(\text{height difference})^2$, where $g=0.2$. On a lattice $k^2$ becomes $q^2=2-2\cos(2\pi m/10)$, which is 0.382 for mode $m=1$ and 1.382 for $m=2$. Equipartition predicts $S=1/(gq^2)$. With $w$ hops per bond per sweep the noise is $wq^2$, so the decay rate must be $wq^2/(2S)=wgq^4/2$. The counted $w=0.763$ gives 0.0111 per sweep for mode 1, with nothing fitted.

| | $S$, beam off | $S$, beam on | decay, off | decay, on |
|---|---|---|---|---|
| mode 1, simulated | 13.26 | 22.44 | 0.0110 | 0.0110 |
| mode 1, predicted | 13.09 | 22.07 | 0.0111 | 0.0111 |
| mode 2, simulated | 3.62 | 4.39 | 0.1455 | 0.1437 |
| mode 2, predicted | 3.62 | 4.30 | 0.1457 | 0.1457 |

The beam, 0.20 atoms per column per sweep, raises the first mode's spectrum by about 70% and leaves its measured decay rate the same to the digits shown. A small decrease is expected, because the hopping rates are not exactly linear in the height differences and the beam makes the surface rougher. It is visible in the second mode, whose spectrum also lies slightly above the linear prediction. The two decay rates differ by a factor of 13, as $q^4$ requires; $q^2$ would give 3.6.

The small $g$ matters: it makes steps of one atom cheap, so that integer heights obey equipartition. For the metal film considered below, the corresponding number is $\gamma\Omega^{2/3}/k_BT\simeq16$. Integer columns that stiff would form flat terraces with as few steps as the number of atoms allows, and would not follow $1/(gq^2)$. The model therefore tests the linear theory, not the atomic motion in that film, for which the quadratic energy is an assumption about heights averaged over an area.

Each noise was also taken alone, by solving the linear covariance equations on a ring of 120 sites. Between the two longest waves the exponents are $-3.998$ and $-1.999$. The small shortfall comes from the lattice: $q=2\sin(k/2)$ grows by $2\cos(k/2)$, slightly less than 2, when $k$ doubles.

## Weighing the two contributions

Hopping cannot flatten a surface without also shaking it, so a beam does not replace diffusion noise but adds to it. If the beam leaves $D_s\nu$ unchanged, the independent sources sum:

$$S=\frac{D}{Kk^4}+\frac{D_c}{Kk^2}.$$

The parts are equal at $k_x^2=D/D_c=R/(2D_s\nu\Omega)$. Arrivals dominate for longer waves, hops for shorter ones. The pure $k^{-2}$ law belongs to a surface with the beam off, once the memory of deposition has decayed.

Differentiation gives the local exponent of the sum,

$$\frac{d\ln S}{d\ln k}=-\frac{4S_{\rm shot}+2S_{\rm hop}}{S_{\rm shot}+S_{\rm hop}},$$

which passes gradually from $-2$ to $-4$ as $k$ falls.

The difference also appears in the roughness. For a band from $k_{\min}$ to $k_{\max}$, using $d^2k=2\pi k\,dk$,

$$W^2_{\rm shot}=\frac{R\Omega}{4\pi K}\int\frac{dk}{k^3}=\frac{R\Omega}{8\pi K}\left(\frac1{k_{\min}^2}-\frac1{k_{\max}^2}\right),\qquad
W^2_{\rm hop}=\frac{k_BT}{2\pi\gamma}\ln\frac{k_{\max}}{k_{\min}}.$$

With $k_{\max}$ fixed, and once the longest wavelength admitted is well above the shortest, the first grows as the square of the longest wavelength and the second as its logarithm.

## An evaporated amorphous film

Consider an evaporated amorphous metal film at 500 K. The assumed rough values are $R=0.1$ nm/s, $\Omega=0.02$ nm³, $\gamma=1.5$ J/m² $=9.362$ eV/nm², $D_s=10$ nm²/s, and one mobile monolayer, $\nu=13.57$ nm⁻². With $k_BT=0.04309$ eV,

$$K=\frac{10\times13.57\times9.362\times0.02^2}{0.04309}\simeq11.8\ \text{nm}^4/\text{s},$$

$$k_x=\sqrt{\frac{0.1}{2\times10\times13.57\times0.02}}=0.136\ \text{nm}^{-1},$$

a crossover wavelength of 46 nm. At a wavelength of 50 nm, $k=0.1257$ nm⁻¹ and $Kk^4=2.94\times10^{-3}$ s⁻¹, so

$$S_{\rm shot}=\frac{0.0010}{2.94\times10^{-3}}=0.34\ \text{nm}^4,\qquad S_{\rm hop}=\frac{0.04309}{9.362\times0.1257^2}=0.29\ \text{nm}^4.$$

| wavelength | $1/(Kk^4)$ | $S_{\rm shot}$ | $S_{\rm hop}$ | local exponent |
|---|---|---|---|---|
| 20 nm | 8.7 s | 0.0087 nm⁴ | 0.047 nm⁴ | $-2.3$ |
| 50 nm | 340 s | 0.34 nm⁴ | 0.29 nm⁴ | $-3.1$ |
| 100 nm | 5400 s | 5.4 nm⁴ | 1.2 nm⁴ | $-3.6$ |

These are stationary values for diffusion and the two noises alone. The steering of arriving atoms, estimated in the last section, changes the 100 nm row strongly. A 200 nm film takes 2000 s to grow. Starting flat, the 100 nm wave reaches the fraction $1-e^{-2\times1.839\times10^{-4}\times2000}=0.52$ of its stationary value, or 3.4 nm⁴. The shorter two have saturated.

Now stop the beam and hold the film at 500 K for 600 s. At 50 nm the spectrum falls from 0.63 to 0.30 nm⁴, close to the thermal 0.29. At 100 nm it falls from 3.4 to 3.0 nm⁴, still 2.6 times the thermal value. The $k^{-2}$ law thus spreads from short waves to long ones, at a pace set by $k^4$.

Over wavelengths from 5 to 50 nm, the stationary rms height without steering is 0.021 nm from arrivals and 0.041 nm from hops, together 0.046 nm. Steering would raise the total by about 2%. Hops prevail because most of the band lies below the crossover wavelength. The values are smaller than an atom, so $h$ must be read as a height averaged over an area. The rms slope is 0.025, consistent with the small-slope assumption in this band.

## Contributions left out, and their weight

**Attraction of arriving atoms.** Suppose an atom falling vertically is caught at a distance $b$ from the surface and goes to the nearest surface point. Atoms that land at $x$ were caught at $x-bh'(x)$, for small slopes. The flux per unit length at $x$ is therefore multiplied by $1-bh''$, or by $1-b\nabla^2h$ in two dimensions. Crests collect more, and the decay rate falls to $Kk^4-Rbk^2$. With a rough $b=0.3$ nm the reduction is 16% at 50 nm, which raises both parts of the stationary spectrum by the factor $1/(1-0.161)=1.19$ and leaves their crossover in place. At 100 nm the reduction is 64%: the stationary spectrum rises from 6.6 to 19 nm⁴, and its local exponent becomes $-7.3$ instead of $-3.6$. The film of the example, which has no time to reach that state, ends its growth at 4.3 instead of 3.4 nm⁴, and after 600 s without the beam it is at 3.7 instead of 3.0 nm⁴. Beyond 125 nm, where $k^2<Rb/K$, ripples grow and the linear model has no stationary spectrum while the beam is on. The growth is slow here: the fastest wave, near 176 nm, grows at the rate $(Rb)^2/(4K)\simeq1.9\times10^{-5}$ s⁻¹, which amplifies it by only about 4% during the 2000 s of deposition. In this example a clean $k^{-4}$ range never develops. The finite growth time already prevents it, because the waves long enough for arrivals to dominate have not saturated: after 2000 s the local exponent is about $-3.2$ at 60 nm and $-0.9$ at 100 nm without steering, and $-3.6$ and $-0.6$ with it. Steering removes such a range from the stationary spectrum as well.

**Shadowing.** A collimated beam at normal incidence casts no shadows on gentle slopes. For a cosine source, viewed in a plane section, a horizon raised by a small angle $\epsilon$ on both sides hides a fraction $\epsilon^2/2$ of the flux. Taking $\epsilon\sim kh$, the change in growth speed relative to the damping is about $(Rk^2h^2/2)/(Kk^4h)=Rh/(2Kk^2)$. At 50 nm with $h=0.046$ nm this is 0.012. This treats the rms height of the whole band as a single 50 nm ripple and ignores shadows cast by the steeper short waves. For a single sinusoidal ripple it is an overestimate. The horizon seen from a trough rises by only about $0.72kh$, so the trough loses $0.26(kh)^2$ of the flux, while the slopes collect a little extra. The part of the flux change at the ripple's own wavenumber, which is what competes with the damping, is about $0.14(kh)^2$, smaller than the estimate by a factor of about 3.6. The ratio grows with $h$ and is no longer small when $h$ reaches a few nanometres. The linear spectra then no longer apply.

**Other transport.** For a viscosity of $10^{14}$ Pa s, a rough value that assumes a film well below its glass transition, viscous flow flattens a 50 nm ripple at $\gamma k/(2\eta)\simeq9\times10^{-7}$ s⁻¹, far below $Kk^4$. This formula holds for a film thick compared with $1/k$, as the finished 200 nm film is; a thinner film on a rigid substrate flows more slowly. Evaporation with a rough binding energy of 3.5 eV and an attempt frequency of $10^{13}$ s⁻¹ is slower still, about $5\times10^{-23}$ s⁻¹ per atom. Near the glass transition, where the viscosity is nearer $10^{12}$ Pa s, viscous flow would reach about 3% of $Kk^4$ at 50 nm and 26% at 100 nm, and could no longer be ignored for long waves.

For a real film $D_s\nu$ is a very uncertain input, since it depends strongly on temperature and composition. The crossover wavelength scales as $\sqrt{D_s\nu/R}$. A tenfold smaller $D_s$, with all else fixed, moves it from 46 to 15 nm and makes every relaxation time $1/(Kk^4)$ ten times longer. The wavelength beyond which steering makes ripples grow then falls from 125 to 39 nm. A real alloy also has several species with different mobilities, which a single $D_s$ and $\Omega$ do not represent. Of the neglected effects estimated here, the steering of arriving atoms matters most: it raises $S$ at 50 nm by about a fifth and removes the stationary state beyond 125 nm. The numerical output below lists the main values. The spectra with steering and the viscous rates near the glass transition are not listed there; they follow from the formulas above.

## Calculated quantities

```
ring: exponent with shot noise      -3.998
ring: exponent with conserved noise -1.999
hopping: columns 10, copies 3000, stiffness/kT 0.2
hopping: hops per bond per sweep, beam off 0.763
hopping: hops per bond per sweep, beam on  0.767
hopping: arrivals per column per sweep 0.20
hopping mode 1: S beam off 13.26, theory 13.09
hopping mode 1: S beam on 22.44, theory 22.07
hopping mode 1: decay/sweep off 0.0110, on 0.0110, theory 0.0111
hopping mode 2: S beam off 3.62, theory 3.62
hopping mode 2: S beam on 4.39, theory 4.30
hopping mode 2: decay/sweep off 0.1455, on 0.1437, theory 0.1457
T = 500 K, kT = 0.04309 eV
R = 0.1 nm/s, Omega = 0.02 nm^3, Ds = 10 nm^2/s
gamma = 1.5 J/m^2 = 9.362 eV/nm^2
nu = 13.57 nm^-2
K = 11.80 nm^4/s
D = 0.0010 nm^4/s, Dc = 0.05429 nm^6/s
crossover k = 0.1357 nm^-1
crossover wavelength = 46.3 nm
film 200 nm, deposition time 2000 s
20 nm: k = 0.3142 nm^-1, K k^4 = 1.149e-01 s^-1
20 nm: relaxation time 1/(K k^4) = 8.7 s
20 nm: S shot 0.0087, S thermal 0.0466 nm^4
20 nm: S at end of film 0.0553 nm^4, fraction of stationary 1.000
20 nm: S 600 s after beam off 0.0466 nm^4
20 nm: attraction rate/K k^4 = 0.026
50 nm: k = 0.1257 nm^-1, K k^4 = 2.942e-03 s^-1
50 nm: relaxation time 1/(K k^4) = 340.0 s
50 nm: S shot 0.3400, S thermal 0.2914 nm^4
50 nm: S at end of film 0.6314 nm^4, fraction of stationary 1.000
50 nm: S 600 s after beam off 0.3014 nm^4
50 nm: attraction rate/K k^4 = 0.161
100 nm: k = 0.0628 nm^-1, K k^4 = 1.839e-04 s^-1
100 nm: relaxation time 1/(K k^4) = 5439.2 s
100 nm: S shot 5.4392, S thermal 1.1657 nm^4
100 nm: S at end of film 3.4391 nm^4, fraction of stationary 0.521
100 nm: S 600 s after beam off 2.9890 nm^4
100 nm: attraction rate/K k^4 = 0.644
band 5 to 50 nm, stationary:
rms height, shot noise part 0.0206 nm
rms height, thermal part    0.0411 nm
rms height, both            0.0459 nm
rms slope, both             0.0246
capture distance b = 0.3 nm
unstable beyond wavelength 125 nm
cosine-source shadowing/K k^4 at 50 nm 0.0123
viscosity 1e+14 Pa s: rate at 50 nm 9.4e-07 s^-1
evaporation, 3.5 eV: 5.3e-23 s^-1 per atom
```
